Mean axial force of a travelling magnetic field on melt

**1. One ring of melt**

Consider a thin circular ring of melt, of radius r, centred on the z axis. A coil around it produces a travelling magnetic field whose axial component, taken as uniform over the disc inside the ring, is

B_z = B cos θ, θ = ωt − kz.

Here B is the peak value, ω the angular frequency and k = 2π/wavelength. For positive ω and k the pattern moves towards +z at the phase speed ω/k. SI units are used. The ring is at rest, and for the moment the field of its own current is neglected.

The flux through the ring is πr²B cos θ. Faraday's law gives the electromotive force as minus its time derivative:

emf = −d(πr²B cos θ)/dt = πr²ωB sin θ.

By symmetry the electric field has the same strength all round the ring, so it is the emf divided by 2πr. With conductivity σ, Ohm's law gives

E_φ = (ωBr/2) sin θ,
j_φ = (σωBr/2) sin θ.

An axial force on an azimuthal current needs a radial field, which follows from the absence of magnetic charge. Take a disc of radius r and thickness dz. The net flux out of its two faces is πr²(∂B_z/∂z)dz, and the flux out of its rim is 2πr B_r dz. Their sum is zero, so

B_r = −(r/2) ∂B_z/∂z.

Since ∂θ/∂z = −k, we have ∂B_z/∂z = kB sin θ, and therefore

B_r = −(kBr/2) sin θ.

The axial component of j × B is j_r B_φ − j_φ B_r. There is no radial current, so

f_z = −j_φ B_r = (σωBr/2)(kBr/2) sin²θ = (σωkB²r²/4) sin²θ.

The mean of sin²θ over a period is 1/2. The mean axial force density is

f(r) = σωkB²r²/8. (1)

It points along the wave. One factor r comes from the induced electric field and the other from the radial magnetic field. If the field is given as an rms value, B² = 2B_rms² and the denominator becomes 4.

**2. From the ring to a long cylinder**

A cylinder of radius R can be divided into such rings. With their magnetic coupling neglected, they carry current independently if no electric charge builds up between them. The coil and melt are taken as axisymmetric, so the induced field is azimuthal and does not depend on φ. The current then closes on itself, has no divergence and meets neither the side wall nor the flat ends. No electrostatic potential is needed. The end of the melt therefore does not interrupt the current, although the end of the coil does alter the field.

Equation (1) applies to a non-magnetic melt when kr is small, when the induced field is weak, and when the melt moves much more slowly than the wave. "Long" means that amplitude and wavenumber are constant along the melt. Displacement current is neglected throughout.

Integrating over the cross-section gives the force per unit length, a convenient check on an implemented source term:

∫₀ᴿ f(r) 2πr dr = (πσωkB²/4)(R⁴/4) = πσωkB²R⁴/16.

Division by πR² gives a mean force density f(R)/2.

When a computed field map is available, a more general formula is useful. Let the azimuthal vector potential be the real part of A exp(iωt), with A = a exp(iψ), where a and ψ are real functions of r and z. The complex amplitudes of current and radial field are

j = −iωσA, B_r = −∂A/∂z.

The mean of a product of two oscillating quantities is half the real part of one amplitude times the conjugate of the other. Thus

f = ½ Re(−j B_r*) = ½ Re(−iωσ A ∂A*/∂z).

Now A ∂A*/∂z = a ∂a/∂z − i a² ∂ψ/∂z. Multiplication by −iωσ leaves the real part −ωσa² ∂ψ/∂z, so

f = −½ σω a² ∂ψ/∂z. (2)

For the travelling wave a = Br/2 and ψ = −kz, which returns (1). In a standing wave the phase is constant between nodes and the mean axial force vanishes. Reversing the phase sequence of the coil reverses the force.

**3. Finite kr**

Without melt currents, the azimuthal component of curl B = 0 reads

d/dr[(1/r) d(rA)/dr] − k²A = 0.

Try A = (B/2)(r + c r³ + d r⁵ + ...), which has axial field B on the axis. The first term contributes nothing to the derivative expression. The second contributes (B/2)8cr and the third (B/2)24dr³. Matching these to k²(B/2)(r + cr³) gives c = k²/8 and d = k²c/24 = k⁴/192. Hence

A = (Br/2)[1 + (kr)²/8 + (kr)⁴/192 + ...].

The force is proportional to A². The coefficient of (kr)⁴ in the square is 1/64 + 2/192 = 5/192, so (1) is multiplied by

1 + (kr)²/4 + 5(kr)⁴/192 + ...

Equation (1) is therefore slightly low away from the axis when B is the axis field.

**4. Shielding by the melt**

The melt current adds a source to the field equation. The azimuthal part of curl B = μ₀j is

k²A − d/dr[(1/r) d(rA)/dr] = −iμ₀σωA,

which rearranges to

d/dr[(1/r) d(rA)/dr] = κ²A, κ² = k² + iμ₀σω.

The series of section 3 applies with k² replaced by κ². Define S = μ₀σωR² and x = r²/R², and take kR → 0 so that κ²r² = iSx. If b is the complex axial field on the axis inside the melt,

A = (br/2)(1 + iSx/8 − S²x²/192 + ...).

Applying (1/r)d(rA)/dr gives the axial field:

B_z = b(1 + iSx/4 − S²x²/64 + ...).

Now hold the coil current fixed, and let B denote the axis field of the empty coil. In the limit kR → 0 the melt currents act as long solenoids, which produce no field outside themselves. The field at x = 1 is therefore still B:

B = b(1 + iS/4 − S²/64 + ...).

The squared modulus of the bracket is 1 + S²/16 − S²/32 = 1 + S²/32, so |b|² = B²(1 − S²/32) to second order. In the same way,

|1 + iSx/8 − S²x²/192|² = 1 + S²x²/64 − S²x²/96 = 1 + S²x²/192.

The product of these factors gives the force at fixed coil current:

f = (σωkB²r²/8)[1 − S²(1/32 − x²/192)]. (3)

There is no first-order loss because the first induced field is a quarter period out of phase with the applied field. Averaged over the total force, x² has the weight x dx, so its mean is (1/4)/(1/2) = 1/2. The fractional loss of total force is then S²(1/32 − 1/384) = 11S²/384.

Equation (3) was compared with a numerical solution for the field of the induced currents at kR = 0.01 and S = 0.2. The local losses agreed to within 3% of the loss itself.

Shielding also creates a mean radial force, ½ Re(j B_z*). To first order in S,

A B_z* = (B²r/2)(1 + iSx/8)(1 − iSx/4) = (B²r/2)(1 − iSx/8).

Multiplying by −iσω and taking half the real part gives

f_r = −σωB²r Sx/32 = −μ₀σ²ω²B²r³/32.

It points inward. Because it depends on r alone, a radial pressure variation balances it and it drives no flow. This holds for constant B along the melt; an axial variation of B would spoil the balance.

**5. Moving melt, heating and pulsation**

If the melt moves axially with speed u, the field driving the current is E_φ + uB_r:

j_φ = σ(ωBr/2 − ukBr/2) sin θ = σ(ω − ku)(Br/2) sin θ.

The force acquires the factor 1 − ku/ω. It vanishes when the melt keeps pace with the wave, since the flux through a co-moving ring is then constant.

For melt at rest the mean Joule heat per unit volume is the mean of j_φ²/σ:

q = σω²B²r²/8 = fω/k.

The force also pulsates. With 2sin²θ = 1 − cos 2θ, its axial part is f − f cos 2θ. The radial part, at leading order in kr and S, is

j_φB_z = (σωB²r/4) sin 2θ.

This radial part is the r derivative of Φ = (σωB²r²/8) sin 2θ. The z derivative of Φ is −2f cos 2θ. Subtracting the gradient of Φ, which pressure can absorb, leaves an axial pulsation

−f cos 2θ + 2f cos 2θ = f cos 2θ.

It is as large as the mean force. Its effect on velocity is limited by inertia: integrating ρ dv/dt = f cos 2θ, with ρ the density, gives an unconfined velocity amplitude f/(2ωρ). In a long closed tube, pressure also cancels the cross-sectional mean of this pulsating force. Outside the thin viscous layer at the wall, that leaves an amplitude of about half the rim estimate near both the wall and the axis. The rim value f(R)/(2ωρ) is therefore a cautious estimate to check before replacing the instantaneous force by its mean in a flow calculation.

**6. What the r² profile does to the flow**

In a closed tube a uniform axial force f₀ is balanced by a pressure gradient f₀ and produces no motion. The profile (1) cannot be balanced in this way, because the pressure gradient would have to vary with r while the radial force balance forbids it.

For an estimate, assume steady, laminar, parallel flow at uniform temperature, far from the ends of a long melt. Let η be the viscosity, G the axial pressure gradient after removal of the hydrostatic part, and F = f(R). Then

(η/r) d(r du/dr)/dr = G − F r²/R².

Multiply by r and integrate from the axis, where r du/dr = 0:

η r du/dr = Gr²/2 − F r⁴/(4R²).

Divide by r and integrate inward from the wall, where u = 0:

ηu = −G(R² − r²)/4 + F(R⁴ − r⁴)/(16R²).

A closed tube has no net flow, so ∫₀ᴿ u r dr = 0. The required integrals are

∫₀ᴿ (R² − r²)r dr = R⁴/4,
∫₀ᴿ (R⁴ − r⁴)r dr = R⁶/3.

Thus GR⁴/16 = FR⁴/48, and G = F/3. Substitution gives

u = (FR²/η)[(1 − x²)/16 − (1 − x)/12]
= [FR²/(48η)](1 − x)(3x − 1). (4)

For an upward wave the melt rises where x > 1/3 and sinks nearer the axis. The axis speed is FR²/(48η) downward. Since (1 − x)(3x − 1) = −1 + 4x − 3x², the largest upward speed lies at x = 2/3 and is one third of the axis speed.

**7. Worked example: molten PbTe**

Take a vertical Bridgman ampoule of radius 10 mm, with a peak axis field of 5 mT, a frequency of 200 Hz and a wavelength of 200 mm. Rough melt properties are σ = 1.5 × 10⁵ S/m, density 7500 kg/m³ and viscosity 1.5 mPa s. With ω = 1256.6 rad/s and k = 31.416 m⁻¹, the force at the rim is

f(R) = (1.5 × 10⁵)(1256.6)(31.416)(5 × 10⁻³)²(0.010)²/8
= 1.85 N/m³.

At half the radius it is one quarter of this, 0.46 N/m³.

An independent calculation summed the fields of current rings of radius 50 mm and averaged the force over time. With the axis field held at 5 mT it gave 1.90 N/m³ at the rim, an excess of 2.49% over (1). Here kR = 0.314, and section 3 predicts 2.47% from the quadratic term and 0.03% from the next, which accounts for the excess. At r = 2 mm the excess was only 0.1%.

The shielding parameter is S = 0.0237. At the actual kR the numerical loss of total force is 0.0014%, while 11S²/384 gives 0.0016%. The next power of S and the mesh error are far too small to explain this difference, which leaves the finite kR omitted from the limiting formula. At the same kR, the loss is 2.4% for S = 1 and 18% for S = 3. The quadratic formula would give 2.9% and 26%. In the limit kR → 0 the full losses are 2.8% and 20%, so at S = 1 the gap comes mostly from the finite kR, while at S = 3 it comes mostly from higher powers of S. The quadratic formula should not be used for S much above 1. With the other settings held fixed, S reaches 1 at 8.4 kHz.

Equation (4) gives the axis speed

(1.85)(0.010)²/[48(1.5 × 10⁻³)] = 2.6 × 10⁻³ m/s = 2.6 mm/s,

directed downward. The largest upward speed is 0.86 mm/s, at r = 8.2 mm. The phase speed is 40 m/s, so slip changes the force by less than 0.01%. The pulsation estimate is about 10⁻⁴ mm/s, and the use of the mean force is well justified here.

The Reynolds number, formed with the axis speed and R, is about 130. The parallel flow (4) in an infinitely long tube is linearly stable at this value, but above about 170 it is unstable to a disturbance that breaks the axial symmetry, with one period around the axis. Because the speed in (4) grows as B², a field of about 5.7 mT is enough to reach 170, so (4) should not be scaled to stronger fields. Inertia also matters near the ends. In a long tube, the slowest axisymmetric change of axial flow without net flux decays in a time ρR²/(26.4η), where 26.4 is the square of the first positive zero of the Bessel function J₂. This is about 19 s, during which melt moving at the axis speed travels about 5 radii, or 49 mm. Inertia therefore cannot be dismissed in a melt about 100 mm long. For such a melt at uniform temperature, the speed from (4) is an order-of-magnitude estimate; a calculation with the turning flow at both ends is needed for more. The axial temperature gradient of a real Bridgman furnace can make the flow much slower, as section 8 explains.

For a rough dopant diffusivity of 10⁻⁸ m²/s, the Péclet number uR/D is about 2600. At the estimated speed, the flow carries dopant a distance R along a streamline far faster than diffusion would; transport from one streamline to the next still relies on diffusion. This number alone does not give the dopant distribution in the crystal, which also depends on the slow layer next to the interface.

Two further magnetic effects are small. Where the flow turns radially with speed u_r, it induces a current −σu_rB_z and a mean braking force σB²u_r/2. Compared with the viscous scale ηu_r/R², this is σB²R²/(2η) = 0.125. Joule heating at the rim is 74 W/m³. For steady conduction with fixed wall temperature and conductivity λ, integrating (λ/r)d(r dT/dr)/dr = −q(R)r²/R² twice gives

T(0) − T(R) = q(R)R²/(16λ).

The Wiedemann–Franz estimate at 1200 K, which assumes degenerate carriers and counts only the heat they carry, is λ = 4.4 W/(m K). The temperature difference is then 0.1 mK. For non-degenerate carriers with a mean free path independent of energy, the factor π²/3 in the Lorenz number becomes 2, and the difference is still below 0.2 mK.

**8. Comparison with a real furnace**

A field of a few millitesla at some hundreds of hertz is a realistic setting for melt growth in a travelling field. The conductivity used here is rough and varies with temperature; at fixed B, the force changes in direct proportion to it. Real coils are finite. With ring currents unchanged, cutting the model coil to 81 rings at 5 mm pitch, 400 mm from the first ring to the last, lowers the rim force by 1.3% at its centre and by 0.9% at points 50 mm above and below. These figures depend on exactly where the winding ends: a continuous winding 400 mm long gives 1.5% and 0.8%. A coil built from a few separate phase sections adds other wavenumbers, which these figures do not include, and a conducting heater or crucible between coil and melt would alter the amplitude and phase of the field. In both cases a computed or measured field map gives the safer source term. Equation (2) supplies its axial part, and the same expression with ∂ψ/∂r in place of ∂ψ/∂z supplies the radial part, which pressure need not balance where the field varies along the melt.

The assumption most easily broken in the flow estimate is the absence of buoyancy. With a rough thermal expansion of 10⁻⁴ K⁻¹, a temperature difference of 1 K produces a buoyancy force density of 7.4 N/m³, four times the magnetic force at the rim. The two are equal at only 0.25 K. A radial difference of a kelvin would therefore dominate the driving at 5 mT, although it leaves (1) itself unchanged. If the melt is hotter at the wall, buoyancy and an upward wave both lift it there, and a downward wave opposes buoyancy. Complete cancellation would require matching radial profiles as well as matching strength. Composition differences also change the density and are not included.

An axial temperature gradient matters too. In a vertical Bridgman melt that is hotter at the top, rising melt arrives colder than its surroundings and sinking melt arrives hotter. Buoyancy then opposes the motion. For parallel flow, the radial temperature variation T follows from u dT₀/dz = α∇²T, where dT₀/dz is the axial gradient and α the thermal diffusivity. Solving this together with the flow equation, with λ = 4.4 W/(m K) and a rough heat capacity of 180 J/(kg K), lowers the largest speed from 2.6 mm/s to about 0.4 mm/s at 100 K/m and about 0.06 mm/s at 1000 K/m. These values hold for the parallel flow far from the ends. In a closed melt 100 mm long with flat ends, each at a uniform temperature, the largest speed occurs near the ends and is roughly 20 to 50% higher. Equation (4) therefore greatly overestimates the flow in a strongly stratified melt, and the Reynolds and Péclet numbers of section 7 are too high there as well.

In a flow solver, (1) enters as a steady axial body force with the sign of the wave direction, alongside buoyancy. The main values behind the uniform-temperature example are listed in the numerical output below.

Numbers as computed

```
PbTe melt conductivity, rough: 1.50e+05 S/m
Melt density, rough: 7500 kg/m3
Melt viscosity, rough: 1.50 mPa s
Thermal expansion, rough: 1.0e-04 1/K
Dopant diffusivity, rough: 1.0e-08 m2/s
Melt temperature, rough: 1200 K
Melt radius: 10.0 mm
Peak axial field: 5.00 mT
Frequency: 200 Hz
Wavelength: 200 mm
Coil radius: 50 mm
Angular frequency: 1256.6 rad/s
Wavenumber: 31.416 1/m
Phase speed: 40.00 m/s
k*R: 0.3142 (no unit)
Shielding parameter S: 0.02369 (no unit)
Skin depth: 91.9 mm
Force law at half radius: 0.4626 N/m3
Force law at rim: 1.8506 N/m3
Ring-sum force at rim: 1.8967 N/m3
Ring-sum/law at r = 2 mm: 1.00099 (no unit)
Finite-kr excess at rim: 2.493 %
Force ratio at speed 0.25 omega/k: 0.7500
Standing/travelling force: 4.1e-13
400 mm coil/long coil, z = 0 mm: 0.9867
400 mm coil/long coil, z = +50 mm: 0.9908
400 mm coil/long coil, z = -50 mm: 0.9908
Total-force shielding loss: 1.406e-03 %
Loss shift, 200 to 400 points: 3.8e-08 %
Total-force loss at S = 1: 2.44 %
Total-force loss at S = 3: 18.24 %
Frequency for S = 1: 8.44 kHz
Parallel-flow speed on axis: -2.570 mm/s
Largest upward speed: 0.857 mm/s
Radius of largest upward speed: 8.17 mm
Reynolds number: 128.5 (no unit)
Dopant Peclet number: 2570 (no unit)
Largest slip correction: 6.43e-03 %
Pulsation velocity estimate: 9.82e-05 mm/s
Magnetic braking/viscous force: 0.1250 (no unit)
Mean Joule heat at rim: 74.02 W/m3
Wiedemann-Franz conductivity: 4.40 W/(m K)
Joule temperature difference: 0.1052 mK
Buoyancy force for 1 K: 7.355 N/m3
Temperature difference for equal force: 0.252 K
```
